\section*{In-Situ Learning Compensates Fixed Input Offsets in a Three-Bit Magnetic Boltzmann Network}

\section{What an unknown offset does}

Three fluctuating magnetic bits are to reproduce a noisy AND gate. The best parameters are computed for ideal bits and loaded into a device whose bits also feel constant stray fields of about 2 mT. In the example below, the probability of a valid AND row then falls from 0.743 to 0.431, and one wrong row alone takes 0.51. The parameters are right for a device that does not exist.

The cure is to measure the correlations on the device itself and to change its biases and couplings until they match those of the data. What follows shows that the method restores the best distribution without any knowledge of the offsets, and derives the error left by finite measuring time.

\section{Model of the device}

Bit $i=1,2,3$ has the value $m_i=\pm1$, the sign of the magnetization of a small uniaxial magnet along its easy axis. It feels the field
\begin{equation}
B_i=b_i+\sum_{j\ne i}B_{ij}m_j+B_i^{\rm off},\qquad B_{ij}=B_{ji}.
\end{equation}
The bias $b_i$ and couplings $B_{ij}$ are adjustable; the offset $B_i^{\rm off}$ is fixed and unknown. Feedback is taken as instantaneous and the magnets as equal, with saturation magnetization $M_s$ and volume $V$. With the thermal field $B_T=kT/(M_sV)$, define
\begin{equation}
h_i=\frac{b_i}{B_T},\quad J_{ij}=\frac{B_{ij}}{B_T},\quad
\delta_i=\frac{B_i^{\rm off}}{B_T},\quad
I_i=\frac{B_i}{B_T}=h_i+\delta_i+\sum_{j\ne i}J_{ij}m_j .
\end{equation}

Let $x$ be the cosine of the angle to the easy axis and $\Delta$ the zero-field barrier in units of $kT$. If the magnet rotates as one spin, its energy is
\begin{equation}
\frac{E}{kT}=-\Delta x^2-I_ix=-\Delta(x^2+2\beta x),\qquad
\beta=\frac{I_i}{2\Delta}.
\end{equation}
For $|\beta|<1$ the maximum lies at $x=-\beta$, with height $\Delta\beta^2$. The well $x=m_i$ has energy $-\Delta(1+2m_i\beta)$. The barrier seen from it is the difference, $\Delta(1+m_i\beta)^2$, because $m_i^2=1$. With attempt time $\tau_0$ and $\tau=\tau_0e^{\Delta}$, the flip rate is
\begin{equation}
w_i=\frac{1}{\tau_0}e^{-\Delta(1+m_i\beta)^2}
=\frac{1}{\tau}e^{-\Delta\beta^2}e^{-m_iI_i}.
\end{equation}
Since $I_i$ does not contain $m_i$, the factor $e^{-\Delta\beta^2}$ is the same before and after the flip. It changes the speed but cancels from the ratio of the two rates, and is dropped from here on.

Write $\mathbf m^{(i)}$ for the state with bit $i$ reversed. Detailed balance requires
\begin{equation}
\frac{p(\mathbf m)}{p(\mathbf m^{(i)})}
=\frac{w_i(\mathbf m^{(i)})}{w_i(\mathbf m)}
=\frac{e^{m_iI_i}}{e^{-m_iI_i}}=e^{2m_iI_i}.
\end{equation}
This is satisfied for every $i$ by
\begin{equation}
p(\mathbf m)=\frac1Z\exp\Big[\sum_i(h_i+\delta_i)m_i+\sum_{i<j}J_{ij}m_im_j\Big],
\label{eq:boltz}
\end{equation}
because the terms of the exponent that contain $m_i$ add up to $m_iI_i$ when $J_{ij}=J_{ji}$. All rates are positive and all states are connected, so this stationary distribution is unique. The offset enters through the sum $h_i+\delta_i$ and nowhere else.

\section{Learning by matching correlations}

Collect the parameters and their features in
\begin{equation}
\theta=(h_1,h_2,h_3,J_{12},J_{13},J_{23}),\quad
f=(m_1,m_2,m_3,m_1m_2,m_1m_3,m_2m_3).
\end{equation}
Let $q(\mathbf m)$ be the data distribution and $\mu=\langle f\rangle_q$ its moments. Without offsets, $p_\theta=e^{\theta\cdot f}/Z(\theta)$, and the mean log-likelihood is
\begin{equation}
L(\theta)=\sum_{\mathbf m}q\ln p_\theta=\theta\cdot\mu-\ln Z(\theta).
\end{equation}
Differentiating $Z=\sum e^{\theta\cdot f}$ once and twice gives
\begin{equation}
g_a=\frac{\partial L}{\partial\theta_a}=\mu_a-\langle f_a\rangle_\theta,\qquad
\frac{\partial^2L}{\partial\theta_a\partial\theta_b}
=-\big(\langle f_af_b\rangle-\langle f_a\rangle\langle f_b\rangle\big)=-C_{ab}.
\end{equation}
The algorithm is gradient ascent:
\begin{enumerate}
\item Let the device run and measure its six averages $\langle f_a\rangle_{\rm dev}$.
\item Replace $\theta_a$ by $\theta_a+\varepsilon(\mu_a-\langle f_a\rangle_{\rm dev})$.
\item Repeat until the differences vanish within the measuring error.
\end{enumerate}

\subsection{Existence and uniqueness of the optimum}

Summed over the eight states, each feature gives zero, and the product of two features gives 8 if they are equal and 0 otherwise. For a unit vector $v$ with $c=\langle v\cdot f\rangle$,
\begin{equation}
v^TCv=\sum_{\mathbf m}p\,(v\cdot f-c)^2\ge p_{\min}\sum_{\mathbf m}(v\cdot f-c)^2
=8p_{\min}(1+c^2)\ge8p_{\min}.
\end{equation}
Also $v^TCv\le\langle(v\cdot f)^2\rangle\le|f|^2=6$. The eigenvalues of $C$ thus lie between $8p_{\min}>0$ and 6. Hence $L$ is strictly concave and has at most one maximum.

The maximum is at finite $\theta$ if every state has data weight, $q\ge q_{\min}>0$. The mean of $(\theta\cdot f)^2$ over the eight states is $|\theta|^2$, so some state has $|\theta\cdot f|\ge|\theta|$. The mean of $\theta\cdot f$ is zero, so its largest and smallest values differ by at least $|\theta|$. Therefore $p_{\min}\le e^{-|\theta|}$. All terms of $L$ are negative, so
\begin{equation}
L\le q_{\min}\ln p_{\min}\le-q_{\min}|\theta| ,
\end{equation}
and $L$ falls without limit in every direction. Call the unique maximum $\theta^*=(h^*,J^*)$ and its distribution $p^*$.

\subsection{Convergence}

Taylor's formula with remainder, for one step along $g$, gives
\begin{equation}
L(\theta+\varepsilon g)=L(\theta)+\varepsilon|g|^2-\tfrac12\varepsilon^2g^TC(\xi)g
\ge L(\theta)+\varepsilon(1-3\varepsilon)|g|^2,
\end{equation}
where $\xi$ lies on the step and $C\le6$ was used. For $0<\varepsilon<1/3$ the likelihood never decreases. As $L\le0$, the sum of all $|g|^2$ is finite and $g\to0$. The iterates stay in the bounded region where $L$ is at least its starting value, and the gradient vanishes there at $\theta^*$ alone, so they converge to $\theta^*$. Close to it the error $e=\theta-\theta^*$ obeys $e\to(1-\varepsilon C)e$.

\subsection{The offset drops out}

Let $d=(\delta_1,\delta_2,\delta_3,0,0,0)$. By (\ref{eq:boltz}) the device with offsets realizes $p_{\theta+d}$. Put $\theta'=\theta+d$. As $d$ is constant, adding it to both sides of the learning rule gives
\begin{equation}
\theta'_{k+1}=\theta'_k+\varepsilon\big(\mu-\langle f\rangle_{\theta'_k}\big),
\end{equation}
which is the rule of an ideal device. Hence $\theta'\to\theta^*$, that is,
\begin{equation}
J\to J^*,\qquad h\to h^*-\delta,\qquad p_{\rm dev}\to p^* .
\label{eq:main}
\end{equation}
With exact averages, an offset changes the starting point of the learning path and nothing else.

\section{The cost of loading parameters from outside}

If $\theta^*$ is loaded unchanged, the device realizes $p_{\theta^*+d}$. Its Kullback--Leibler divergence $D$ from the best model is
\begin{align}
D(p^*\|p_{\theta^*+d})
&=\sum_{\mathbf m}p^*\big[\theta^*\!\cdot f-\ln Z(\theta^*)-(\theta^*+d)\cdot f+\ln Z(\theta^*+d)\big]\nonumber\\
&=\ln Z(\theta^*+d)-\ln Z(\theta^*)-d\cdot\mu ,
\label{eq:cost}
\end{align}
because $p^*$ has the moments $\mu$. For any $\theta$ the divergence from the data is $D(q\|p_\theta)=\sum q\ln q-\theta\cdot\mu+\ln Z(\theta)$. Subtracting its values at $\theta^*+d$ and $\theta^*$ gives the right side of (\ref{eq:cost}) again, so
\begin{equation}
D(q\|p_{\theta^*+d})=D(q\|p^*)+D(p^*\|p_{\theta^*+d}).
\label{eq:pyth}
\end{equation}
The first term is the limit of the pairwise model and the second is the damage done by the offsets.

If one bit alone has an offset $\delta$, and $P_\pm$ are its probabilities in $p^*$, then (\ref{eq:cost}) becomes
\begin{equation}
D=\ln\!\big(P_+e^{\delta}+P_-e^{-\delta}\big)-\delta(P_+-P_-).
\end{equation}
For small $\delta$ this is $\frac12\delta^2[1-(P_+-P_-)^2]$, the one-bit case of $\frac12d^TCd$. For large positive $\delta$ it tends to $2\delta P_-+\ln P_+$: the bit is pinned, and the cost grows linearly.

\section{Error from finite measuring time}

An average over a window $T$ carries noise $\xi_k$ with covariance $\Sigma_T$. Let $e_k$ be the deviation from the fixed point. Near that point
\begin{equation}
e_{k+1}=e_k-\varepsilon Ce_k-\varepsilon\xi_k .
\end{equation}
Sum over $n$ updates, divide by $\varepsilon n$, and solve for the mean deviation:
\begin{equation}
\bar e=-C^{-1}\bar\xi-\frac{C^{-1}(e_{n+1}-e_1)}{\varepsilon n}.
\end{equation}
The last term falls as $1/n$, the first as $1/\sqrt n$. If $T$ is long compared with the correlation time, successive windows are nearly independent, and
\begin{equation}
{\rm Cov}(\bar e)\simeq\frac{C^{-1}\Sigma_TC^{-1}}{n}.
\label{eq:cov}
\end{equation}
The step size has dropped out. It returns through the neglected curvature: for small steps the scatter of single iterates has a covariance proportional to $\varepsilon$, and the quadratic term of the gradient turns this into a bias of order $\varepsilon$ that averaging does not remove.

To find $\Sigma_T$, let $Q$ be the matrix of transition rates, with minus the total exit rates on its diagonal, $\tilde F$ the $8\times6$ matrix of features minus their means, and $P$ the diagonal matrix of probabilities. The correlation at delay $t$ is $\tilde F^TPe^{Qt}\tilde F$. For $T$ much longer than its decay, the double time integral of the averaged signal gives
\begin{equation}
\Sigma_T\simeq\frac{M+M^T}{T},\qquad M=\tilde F^TPX,\qquad
X=\int_0^\infty e^{Qt}\tilde F\,dt .
\end{equation}
Since $QX=[e^{Qt}\tilde F]_0^\infty=-\tilde F$, $X$ follows from a linear system, made unique by requiring zero mean.

Free bits without inputs give a simple limit. Each flips at rate $1/\tau$ in both directions, so $m_i$ has the correlation $e^{-2t/\tau}$ and $m_im_j$ has $e^{-4t/\tau}$. Their noise variances are $\tau/T$ and $\tau/2T$, and $C=1$. For $T=100\tau$ and $n=4000$ the standard errors are $0.1/\sqrt{4000}=0.0016$ for a bias and $0.0011$ for a coupling.

\section{Worked example: a noisy AND gate}

The bits are $A,B,C$, with $+1$ for true. The four rows with $C=A\,{\rm AND}\,B$ have probability 0.20 each, the other four 0.05 each. The moments are
\begin{equation}
\langle A\rangle=\langle B\rangle=\langle AB\rangle=0,\quad
\langle C\rangle=-0.3,\quad\langle AC\rangle=\langle BC\rangle=0.3 .
\end{equation}
A distribution with these moments has the form $p=(1+\mu\cdot f+t\,ABC)/8$ with $t=\langle ABC\rangle$. The pairwise model has no $ABC$ term in $\ln p$, so $\sum ABC\ln p=0$, or
\begin{equation}
(0.1+t)(1.3+t)^3=(1.9-t)(0.7-t)^3 .
\end{equation}
The root is $t=0.0734$, while the data have $t=0.3$. The best model therefore differs from the data: row $(-,-,-)$ gets $(1.9-0.0734)/8=0.2283$ instead of 0.20. In units of $B_T$, the parameters are $h^*=(0.125,0.125,-0.392)$, $J^*_{AB}=-0.125$ and $J^*_{AC}=J^*_{BC}=0.392$.

The magnets are discs of diameter 40 nm and thickness 1.5 nm with $M_s=1.0$ MA/m at 300 K. Then $M_sV=1.885\times10^{-18}$ A\,m$^2$ and $B_T=2.197$ mT. With $\Delta=10$ and $\tau_0=1$ ns the dwell time is $\tau=22.0$ $\mu$s. The hidden offsets are $+2.0$, $-1.5$ and $+2.5$ mT, or $\delta=(0.910,-0.683,1.138)$. Equation (\ref{eq:main}) predicts for bit $C$
\begin{equation}
h_C=-0.392-1.138=-1.530,\qquad b_C=-0.862-2.5=-3.362\ \text{mT}.
\end{equation}

In a random continuous-time simulation the algorithm received the measured averages but not the offsets. It used $T=100\tau=2.2$ ms, $\varepsilon=0.1$ and 6000 updates, the last 4000 of them averaged; this is 13.2 s of device time. It found $b_C=-3.358$ mT.

\begin{center}
\begin{tabular}{ccccc}
$A\,B\,C$ & data & best & loaded & in situ\\ \hline
$-\,-\,-$ & 0.200 & 0.228 & 0.025 & 0.229\\
$-\,-\,+$ & 0.050 & 0.022 & 0.023 & 0.022\\
$-\,+\,-$ & 0.200 & 0.172 & 0.005 & 0.171\\
$-\,+\,+$ & 0.050 & 0.078 & 0.021 & 0.078\\
$+\,-\,-$ & 0.200 & 0.172 & 0.115 & 0.171\\
$+\,-\,+$ & 0.050 & 0.078 & 0.511 & 0.078\\
$+\,+\,-$ & 0.050 & 0.078 & 0.013 & 0.079\\
$+\,+\,+$ & 0.200 & 0.172 & 0.286 & 0.172
\end{tabular}
\end{center}

Loading from outside costs 1.195 nat relative to the best model. The quadratic estimate, 1.314 nat, is 10\% too high, as the offsets are not small compared with $B_T$. Adding the model's own residual of 0.040 nat gives the 1.235 nat between data and loaded device, as (\ref{eq:pyth}) requires. With the parameters averaged over the last 4000 updates, in-situ learning reduces the damage to $5\times10^{-6}$ nat; a single iterate at $\varepsilon=0.1$ scatters more and costs about $1.4\times10^{-3}$ nat on average. The residual of 0.040 nat remains.

The standard errors from (\ref{eq:cov}) are 0.0017 for biases and 0.0012 to 0.0013 for couplings, close to the free-bit limit. The largest of the six deviations is 2.25 standard errors, within the test limit of five. With exact averages and $\varepsilon=0.3$, the largest moment error falls below 0.001 after 45 updates with offsets and 40 without, both starting from zero parameters.

\section{Where compensation fails}

\paragraph{Weight decay.} If each update also subtracts $\varepsilon\lambda\theta$, the fixed point has $\mu-\langle f\rangle=\lambda\theta$. A bias that must cancel an offset is pulled back towards zero. For $\lambda=0.02$ the divergence from the best model is $2.5\times10^{-4}$ nat without offsets and $1.2\times10^{-3}$ nat with them. Decay of the couplings alone is harmless in this respect: the objective $L(h+\delta,J)-\frac12\lambda|J|^2$ still depends on $h$ through $h+\delta$, so the shift of variables works as before.

\paragraph{Bias range.} The range must reach $|h_i^*-\delta_i|B_T$. With the biases limited to 2.20 mT, bit $C$ cannot reach its 3.36 mT, and a moment error of 0.41 remains.

\paragraph{Noiseless data.} For a perfect AND gate the moments 0.3 become 0.5. Row $(-,-,+)$ then has $p=(t-0.5)/8$ and row $(-,+,+)$ has $p=(0.5-t)/8$. Both are non-negative only for $t=0.5$, where they vanish. No finite parameters give zero probability, so learning has no finite end point: the fields keep growing, but ever more slowly, unless they meet the range limit.

\section{Real junctions}

The numbers are rough typical ones for a superparamagnetic CoFeB/MgO tunnel junction, where a stray field of the reference layer can supply the offset. The rate formula needs $|\beta|<1$, that is, total fields below the anisotropy field $2\Delta B_T=44$ mT. At this anisotropy field Brown's single-spin estimate of the attempt time is about 2 to 15 ns for damping between 0.03 and 0.005; all times quoted for learning scale with $\tau_0$, while the distribution (\ref{eq:boltz}) does not depend on it. Practical circuits may drive the bits by current or voltage; the result carries over if that input enters $I_i$ linearly and with the same scale for all bits; this measured scale then takes the place of $B_T$. A 40 nm disc may also reverse piecewise instead of as one spin. This changes the barrier and the speed of flipping. For purely thermal flips at fixed field, however, the ratio of the two rates is set by the energy difference $2B_iM_sV$ between the two end states, whatever the path between them. As long as the whole disc is magnetized along $\pm$ the easy axis in these states, $B_T$ and the stationary distribution stay the same.

Other neglected effects were computed with the trained parameters frozen, each as a divergence from the best model:
\begin{itemize}
\item Fluctuations inside the wells reduce the response to small inputs to 0.943 of its ideal value and cost $3.8\times10^{-4}$ nat.
\item Magnetic moments off by $+5\%$, $-5\%$ and 0 for bits $A$, $B$ and $C$, in this order and with the barriers scaling like the moments, cost $6\times10^{-5}$ nat; the assignment $+5\%$, 0, $-5\%$ costs $1.5\times10^{-4}$ nat.
\item Heating by 10 K, with $M_s$ held fixed, costs $1.2\times10^{-4}$ nat.
\item A mean feedback delay of 100 ns costs $1.0\times10^{-5}$ nat.
\item An offset drift of $+0.2$ mT on every bit costs $1.7\times10^{-2}$ nat; mixed signs cost between $0.7\times10^{-2}$ and $1.2\times10^{-2}$ nat.
\end{itemize}
Unequal moments make the effective couplings unsymmetric, so the convergence proof no longer applies. In this example renewed learning still matched all six moments and lowered the cost to about $10^{-8}$ nat, a value that depends on the relative flip speeds of the bits (about $10^{-10}$ nat if the speeds are equal); for the well fluctuations it reached $2\times10^{-10}$ nat.

For the sizes chosen here drift is the largest item, and continued learning can follow it if it is slow. If the offsets change by $u$ per update, the recursion becomes $e_{k+1}=(1-\varepsilon C)e_k+u$ for $e=\theta+d-\theta^*$, with the steady lag $C^{-1}u/\varepsilon$. The smallest eigenvalue of $C$ at the optimum is 0.321, so the slowest response at $\varepsilon=0.1$ takes $1/(0.1\times0.321)=31$ updates, or about 70 ms. A drift excites this mode only in part: the lag $|C^{-1}u|/(\varepsilon|u|)$ is about 8 updates for equal drift on all bits and 24 when $C$ drifts opposite to $A$ and $B$. While tracking, the device runs on single iterates, whose scatter costs about $1.4\times10^{-3}$ nat at $\varepsilon=0.1$. A larger step shortens the lag but raises this scatter. The values behind this section are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Diameter 40 nm, thickness 1.5 nm, Ms 1.0 MA/m, T 300 K
Barrier 10 kT, attempt time 1 ns
Magnetic moment 1.885e-18 A m^2; thermal field B_T 2.197 mT
Anisotropy field 43.9 mT; zero-field dwell time 22.0 us
Hidden offsets A B C (mT): +2.0 -1.5 +2.5
Hidden offsets A B C (units of B_T): +0.910 -0.683 +1.138
Data moments A B C AB AC BC: +0.000 +0.000 -0.300 +0.000 +0.300 +0.300
Third moment ABC: data 0.3000, best model 0.0734
Best h_A h_B h_C J_AB J_AC J_BC: +0.1249 +0.1249 -0.3924 -0.1249 +0.3924 +0.3924
In-situ, exact averages, same order: -0.7853 +0.8076 -1.5301 -0.1249 +0.3924 +0.3924
In-situ, sampled, same order: -0.7866 +0.8074 -1.5282 -0.1222 +0.3919 +0.3910
Predicted standard errors: +0.0017 +0.0017 +0.0017 +0.0012 +0.0013 +0.0013
Largest error / standard error: offset device 2.25, offset-free device 1.72
Best fields, no offset (mT): +0.274 +0.274 -0.862 -0.274 +0.862 +0.862
In-situ fields, exact averages (mT): -1.726 +1.774 -3.362 -0.274 +0.862 +0.862
In-situ fields, sampled (mT): -1.728 +1.774 -3.358 -0.269 +0.861 +0.859
Probabilities: A B C | data | best | loaded from outside | trained in situ
-1 -1 -1 | 0.2000 | 0.2283 | 0.0248 | 0.2287
-1 -1 +1 | 0.0500 | 0.0217 | 0.0229 | 0.0219
-1 +1 -1 | 0.2000 | 0.1717 | 0.0048 | 0.1714
-1 +1 +1 | 0.0500 | 0.0783 | 0.0212 | 0.0784
+1 -1 -1 | 0.2000 | 0.1717 | 0.1152 | 0.1707
+1 -1 +1 | 0.0500 | 0.0783 | 0.5115 | 0.0783
+1 +1 -1 | 0.0500 | 0.0783 | 0.0134 | 0.0785
+1 +1 +1 | 0.2000 | 0.1717 | 0.2862 | 0.1721
Weight on valid AND rows, same order: 0.8000 0.7434 0.4310 0.7429
Divergence data-best 0.03959 nat; data-loaded 1.23496 nat
Divergence best-loaded 1.19537 nat; quadratic estimate 1.31383 nat
Divergence best-trained, sampled: offset 4.74e-06, no offset 4.22e-06 nat
Covariance eigenvalues at optimum: min 0.3214, max 1.4086; 8 p_min 0.1734
Updates to moment error 0.001 at step 0.3: no offset 40, offset 45
Sampled run: step 0.1, 6000 updates, first 2000 not averaged
Window 100 dwell times = 2.203 ms; total device time 13.22 s
Weight decay 0.02: divergence from best, no offset 2.46e-04, offset 1.15e-03 nat
Bias clipped at 2.20 mT: remaining moment error 0.4119
Small-input gain with well fluctuations: 0.9427
Neglected, well fluctuations: frozen 3.83e-04, relearned 2.09e-10 nat
Neglected, 5% moment mismatch: frozen 6.36e-05, relearned 1.51e-08 nat
Neglected, 10 K warmer, frozen: 1.20e-04 nat
Neglected, feedback delay 100 ns, frozen: 1.01e-05 nat
Neglected, offset drift 0.2 mT, frozen: 1.72e-02 nat (quadratic estimate 1.70e-02)
Neglected, dipole field at 200 nm: 0.0236 mT = 0.0107 B_T
\end{verbatim}
